# From Dirac-Kohn-Sham to Lévy-Leblond: spin DFT and g = 2

## The decision

Suppose an open-shell system of light atoms is to be computed in a magnetic field. Must one use a four-component code to have electron spin, exchange splitting and the correct Zeeman energy, or is ordinary spin DFT enough? And if a four-component code is checked by raising the speed of light $c$, which nonrelativistic calculation should it approach?

At infinite $c$ the Dirac-Kohn-Sham equation becomes a spin-DFT equation whose Zeeman term has $g=2$. Spin-orbit coupling and the other corrections of order $c^{-2}$ are lost. A four-component treatment, or a two-component one that keeps these corrections, is needed when they matter. They can matter for the Zeeman energy itself, even in light atoms. The limit is taken at fixed field, so it describes an orbitally degenerate open shell correctly only when $\mu_BB$ is large compared with the spin-orbit splitting.

## Starting equation and conventions

The algebra uses atomic units, with electron charge $-1$ and

$$
\boldsymbol\pi=\mathbf p+\mathbf A,\qquad \mathbf p=-i\nabla,\qquad \mathbf B=\nabla\times\mathbf A .
$$

The external $\mathbf A$ is static and is held fixed as $c$ grows. The field produced by the electrons' own currents is of order $c^{-2}$ and is omitted. This does not affect the limit, but the $c^{-2}$ corrections found below are those of a model with Coulomb repulsion only, not the complete corrections at that order. The occupied four-spinors $\Psi_i$ define

$$
n=\sum_i\Psi_i^\dagger\Psi_i,\qquad
\mathbf s=\sum_i\Psi_i^\dagger\beta\boldsymbol\Sigma\Psi_i .
$$

I choose a functional $E_{xc}[n,\mathbf s]$ with no explicit dependence on $c$. Let $v$ be the sum of the external, Hartree and scalar exchange-correlation potentials, and let $\mathbf w=\delta E_{xc}/\delta\mathbf s$. Varying the energy with respect to $\Psi_i^\dagger$ turns the change of $n$ into $v\Psi_i$ and the change of $\mathbf s$ into $\beta\boldsymbol\Sigma\cdot\mathbf w\,\Psi_i$. With the rest energy subtracted,

$$
\left[c\boldsymbol\alpha\cdot\boldsymbol\pi+(\beta-1)c^2+v+\beta\boldsymbol\Sigma\cdot\mathbf w\right]\Psi=\varepsilon\Psi .
$$

In the standard representation $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in its off-diagonal blocks, $\beta=\mathrm{diag}(1,-1)$ and $\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$.

## Scaling the lower component

Consider bound positive-energy solutions, for which $\varepsilon$ stays finite as $c\to\infty$. Negative-energy solutions lie near or below $-2c^2$ and are excluded. Write

$$
\Psi=\begin{pmatrix}\varphi\\ \chi/c\end{pmatrix}.
$$

In the upper row the factor $c$ cancels. The lower row is divided by $c$:

$$
(v+\boldsymbol\sigma\cdot\mathbf w-\varepsilon)\varphi+\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=0,
$$

$$
\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi+
\left[-2+\frac{v-\boldsymbol\sigma\cdot\mathbf w-\varepsilon}{c^2}\right]\chi=0 .
$$

The minus sign before $\mathbf w$ in the second row comes from $\beta$. Nothing has been approximated yet. The norm is $\int(|\varphi|^2+|\chi|^2/c^2)\,d^3r=1$.

For potentials that are bounded where the orbital has weight, the fraction vanishes as $c\to\infty$. What remains is the Lévy-Leblond form:

$$
\begin{pmatrix}v+\boldsymbol\sigma\cdot\mathbf w&\boldsymbol\sigma\cdot\boldsymbol\pi\\
\boldsymbol\sigma\cdot\boldsymbol\pi&-2\end{pmatrix}
\begin{pmatrix}\varphi\\\chi\end{pmatrix}
=\varepsilon\begin{pmatrix}1&0\\0&0\end{pmatrix}
\begin{pmatrix}\varphi\\\chi\end{pmatrix}.
$$

Its second row gives $\chi=\tfrac12\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi$. The scaled $\chi$ stays finite, although the actual lower component $\chi/c$ vanishes. With $T=\tfrac12\langle\varphi|(\boldsymbol\sigma\cdot\boldsymbol\pi)^2|\varphi\rangle$,

$$
\int|\chi|^2d^3r=\tfrac14\langle\varphi|(\boldsymbol\sigma\cdot\boldsymbol\pi)^2|\varphi\rangle=\frac T2,
$$

so the weight of the lower component is $T/(2c^2)$ to leading order.

## Where g = 2 comes from

Insert $\chi$ in the first row:

$$
\left[\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2+v+\boldsymbol\sigma\cdot\mathbf w\right]\varphi=\varepsilon\varphi .
$$

The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives

$$
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).
$$

The cross product is not zero, because the components of $\boldsymbol\pi$ do not commute. Since $\mathbf p\times\mathbf p=0$ and $\mathbf A\times\mathbf A=0$, its action on a function $f$ is

$$
\begin{aligned}
(\boldsymbol\pi\times\boldsymbol\pi)f
&=-i\nabla\times(\mathbf A f)-i\mathbf A\times\nabla f\\
&=-i(\nabla\times\mathbf A)f-i(\nabla f)\times\mathbf A-i\mathbf A\times\nabla f
=-i\mathbf Bf .
\end{aligned}
$$

The last two terms cancel by antisymmetry. Since $i(-i)=1$,

$$
\left[\tfrac12\boldsymbol\pi^2+v+\boldsymbol\sigma\cdot\mathbf w+\tfrac12\boldsymbol\sigma\cdot\mathbf B\right]\varphi=\varepsilon\varphi .
$$

For a negative charge the Zeeman energy is $+g\mu_B\mathbf S\cdot\mathbf B$. Here $\mu_B=\tfrac12$ and $\mathbf S=\boldsymbol\sigma/2$, so it equals $\tfrac g4\boldsymbol\sigma\cdot\mathbf B$. Comparison with $\tfrac12\boldsymbol\sigma\cdot\mathbf B$ gives $g=2$.

The orbital factor differs. For uniform $\mathbf B$ take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. As $\nabla\cdot\mathbf A=0$, the linear part of $\tfrac12\boldsymbol\pi^2$ is

$$
\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L=\mu_B\mathbf B\cdot\mathbf L,
$$

which is a factor of 1 for orbital motion.

The value $g=2$ thus follows from minimal coupling in the first-order operator $\boldsymbol\sigma\cdot\boldsymbol\pi$ and needs no finite $c$. Without a field, $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. Replacing $\mathbf p$ by $\boldsymbol\pi$ on the right of this identity gives no spin term, while replacing it on the left gives $\boldsymbol\sigma\cdot\mathbf B$. Radiative corrections to $g$ lie outside the Dirac equation used here.

**What is held fixed.** In units where the coupling reads $\mathbf p+\mathbf A/c$, the Zeeman term is $\boldsymbol\sigma\cdot\mathbf B/(2c)$. It vanishes if that $\mathbf A$ is held fixed as $c\to\infty$. The ratio $g$ is still 2, because $\mu_B$ is then $1/(2c)$, but the splitting is gone. A finite Zeeman energy requires $\mathbf A/c$ to be held fixed.

## What spin DFT inherits

As $c\to\infty$ the lower components drop out of the densities:

$$
n\to\sum_i|\varphi_i|^2,\qquad \mathbf s\to\sum_i\varphi_i^\dagger\boldsymbol\sigma\varphi_i .
$$

These are the variables of noncollinear spin DFT, and $v$ and $\mathbf w$ are its potentials. If $\mathbf w$ and $\mathbf B$ both point along $z$, no term mixes the two spins:

$$
\left[\tfrac12\boldsymbol\pi^2+v\pm w\pm\tfrac12B\right]\varphi_\pm=\varepsilon_\pm\varphi_\pm .
$$

With $n=n_\uparrow+n_\downarrow$ and $s=n_\uparrow-n_\downarrow$, the chain rule gives $\delta E_{xc}/\delta n_{\uparrow,\downarrow}=\delta E_{xc}/\delta n\pm\delta E_{xc}/\delta s$, the usual spin-dependent potentials.

The field $\mathbf w$ stays finite because $E_{xc}$ describes the Coulomb interaction. Its strength has nothing to do with $g$. One may write $\boldsymbol\sigma\cdot\mathbf w=\tfrac12\boldsymbol\sigma\cdot\mathbf B_{xc}$, but this merely defines $\mathbf B_{xc}=2\mathbf w$.

One could also use $\boldsymbol\Sigma\cdot\mathbf w$ in place of $\beta\boldsymbol\Sigma\cdot\mathbf w$. This reverses the sign of $\mathbf w$ in the lower block, where it is divided by $c^2$, so the limit is the same.

## The current and the choice of functional

The Dirac number current also keeps its spin part. The scaling removes $c$:

$$
\mathbf j=c\Psi^\dagger\boldsymbol\alpha\Psi=\varphi^\dagger\boldsymbol\sigma\chi+\chi^\dagger\boldsymbol\sigma\varphi .
$$

Insert the limiting $\chi$ and use the product rule in both orders:

$$
j_i=\mathrm{Re}(\varphi^\dagger\pi_i\varphi)
+\tfrac i2\epsilon_{ijk}\left[\varphi^\dagger\sigma_k\pi_j\varphi-(\pi_j\varphi)^\dagger\sigma_k\varphi\right].
$$

In the bracket the terms with $A_j$ cancel. The derivatives combine to $-i\partial_j(\varphi^\dagger\sigma_k\varphi)$, and $\tfrac i2(-i)=\tfrac12$. Hence

$$
\mathbf j=\mathrm{Re}(\varphi^\dagger\boldsymbol\pi\varphi)+\tfrac12\nabla\times(\varphi^\dagger\boldsymbol\sigma\varphi).
$$

A functional of density and current therefore sees the spin density through its curl. Adding a gradient to $\mathbf s$ leaves that curl unchanged, so such a functional does not by itself turn into a functional of $(n,\mathbf s)$. The dependence on $\mathbf s$ was chosen at the start. Moreover, if $\mathbf A$ acts on the orbital motion, neglecting the current dependence of $E_{xc}$ is an approximation, at infinite $c$ as well.

## The first correction in the total energy

Let $\lambda=c^{-2}$. In scaled components the kinetic and rest-energy part is

$$
\sum_i\left[\langle\varphi_i|\boldsymbol\sigma\cdot\boldsymbol\pi\chi_i\rangle+\langle\chi_i|\boldsymbol\sigma\cdot\boldsymbol\pi\varphi_i\rangle-2\langle\chi_i|\chi_i\rangle\right].
$$

The remaining energy depends on $n$ and $\mathbf s$, which contain $\lambda$ explicitly:

$$
n=\sum_i(|\varphi_i|^2+\lambda|\chi_i|^2),\qquad
\mathbf s=\sum_i(\varphi_i^\dagger\boldsymbol\sigma\varphi_i-\lambda\chi_i^\dagger\boldsymbol\sigma\chi_i).
$$

Add the constraint terms $-\varepsilon_i(\langle\varphi_i|\varphi_i\rangle+\lambda\langle\chi_i|\chi_i\rangle-1)$. The solution is a stationary point, so the change of the orbitals with $\lambda$ does not contribute to $dE/d\lambda$. Only the explicit $\lambda$ is differentiated. Assuming that the self-consistent solution varies smoothly with $\lambda$,

$$
E(c)=E(\infty)+\frac1{c^2}\sum_i\langle\chi_i|v-\boldsymbol\sigma\cdot\mathbf w-\varepsilon_i|\chi_i\rangle+O(c^{-4}),
$$

with the right-hand side evaluated at infinite $c$. A functional that depends explicitly on $c$ would add its own derivative. For fixed potentials and a nondegenerate level, one term of the sum is the shift of that eigenvalue. If the level is degenerate at infinite $c$, this holds only for the orbitals that the finite-$c$ solutions approach: for hydrogen 2p these are the spin-orbit-coupled orbitals with $j=\tfrac12$ and $j=\tfrac32$, not a real p orbital with spin up. In a self-consistent calculation each eigenvalue also responds to the change of the potentials.

**Point nucleus.** The potential of a point nucleus is unbounded, so the formula needs a separate check. For hydrogen 1s, $\varphi\propto e^{-r}$ and $|\chi|^2=\tfrac14|\nabla\varphi|^2=\tfrac14|\varphi|^2$. With $\langle v\rangle=-1$ and $\varepsilon=-\tfrac12$ the coefficient is $\tfrac14(-1+\tfrac12)=-\tfrac18$. The Dirac energy agrees:

$$
c^2\left(\sqrt{1-c^{-2}}-1\right)=-\tfrac12-\tfrac1{8c^2}+\dots
$$

For nuclear charge $Z$, scaling lengths by $1/Z$ gives $-Z^4/(8c^2)$. Relative to the binding energy $Z^2/2$ this is $Z^2/(4c^2)$. The limit is therefore poor for the inner shells of heavy atoms.

**Spin-orbit coupling.** Set $\mathbf w=\mathbf B=0$. The potential part of the correction contains the operator

$$
\tfrac14\boldsymbol\sigma\cdot\mathbf p\,v\,\boldsymbol\sigma\cdot\mathbf p
=\tfrac14\left[\mathbf p\cdot v\mathbf p+\boldsymbol\sigma\cdot(\nabla v\times\mathbf p)\right].
$$

The second term arises because $\mathbf p\times(v\mathbf p\varphi)=-i\nabla v\times\mathbf p\varphi$. For a central potential, $\nabla v\times\mathbf p=(v'/r)\mathbf L$, so the spin-orbit energy operator is $(v'/r)\,\boldsymbol\sigma\cdot\mathbf L/(4c^2)$. It vanishes in the limit, whereas $\boldsymbol\sigma\cdot\mathbf w$ does not.

## Worked example: four electrons in a plane

Take $p_z=0$, a field along $z$ and the well $-300\ \mathrm{eV}\,e^{-r^2/2a^2}$ with $a=1$ Å. The electrons repel by the three-dimensional Coulomb law.

In the plane $\sigma_x\pi_x+\sigma_y\pi_y$ flips the spin, so $\varphi_\uparrow$ couples to $\chi_\downarrow$. On both of these $\beta\Sigma_z=+1$: the lower component has $\beta=-1$ and $\sigma_z=-1$. The other pair has $\beta\Sigma_z=-1$. Each pair forms a separate problem, with potential $v+w$ or $v-w$ on both components.

Exchange is treated in the local approximation and correlation is omitted. For one spin of a uniform planar gas, $k=2\sqrt{\pi n_\sigma}$ and the density matrix at distance $u$ is $2n_\sigma J_1(ku)/(ku)$. The exchange energy per area is minus one half of the integral over the plane of its square times the Coulomb factor $1/u$. With $d^2u=2\pi u\,du$ and $t=ku$ this is

$$
-\frac{4\pi n_\sigma^2}{k}\int_0^\infty\frac{J_1(t)^2}{t^2}dt
=-\frac{4\pi n_\sigma^2}{k}\,\frac4{3\pi}
=-\frac8{3\sqrt\pi}n_\sigma^{3/2}.
$$

One electron has spin up, in the orbital $m=0$. Three have spin down, in $m=0,\pm1$. Thus $M_S=-1$, and the orbital angular momenta cancel. At infinite $c$ and zero field the total energy is $-766.92$ eV ($-28.184$ hartree). The $m=0$ levels give the exchange splitting

$$
-150.295-(-161.429)=11.134\ \mathrm{eV}.
$$

To find $g$, the field is reversed with the occupation fixed. At infinite $c$ the part of $E(B)$ odd in $B$ is $g\mu_BBM_S=-gB/2$, so

$$
g=-\frac{E(B)-E(-B)}{B}.
$$

The same expression defines $g$ for the four-electron system at finite $c$. The field used has $\mu_BB=0.5$ eV, about 8600 T, far above laboratory fields (at 1 T, $\mu_BB=5.8\times10^{-5}$ eV). A field ten times smaller changes $g-2$ at physical $c$ by about 0.1%. Dirac-Kohn-Sham calculations at scaled speeds of light give the values below; energies are in eV, and the shift is relative to infinite $c$.

| $c$ / physical $c$ | energy shift | $g$ | spin-orbit splitting | exchange splitting |
|---|---|---|---|---|
| 1/4 | $-2.65\times10^{-2}$ | 1.99906 | $1.22\times10^{-2}$ | 11.141 |
| 1 | $-1.66\times10^{-3}$ | 1.99994 | $7.66\times10^{-4}$ | 11.134 |
| 4 | $-1.04\times10^{-4}$ | 1.999996 | $4.79\times10^{-5}$ | 11.134 |

Between the first two rows $c^2$ grows by 16. The energy shift falls by $2.649/0.1657\approx16$, and the spin-orbit splitting by $1.224/0.0766\approx16$. A further run at twice the physical $c$ allows the leading $c^{-2}$ error to be removed: for a quantity $X$, the combination $[4X(4c)-X(2c)]/3$ gives $g=2.000000$ and the spin-DFT total energy. That spin-DFT calculation uses the Schrödinger-Pauli operator directly, not a large-$c$ Dirac matrix; it shares the basis, the grid and the Hartree and exchange terms with the Dirac runs.

At physical $c$, the correction formula evaluated with infinite-$c$ orbitals predicts a shift of $-1.657\times10^{-3}$ eV, as found. Applied at $\pm B$, it predicts $g-2=-5.9\times10^{-5}$, also as found.

The spin-orbit splitting in the table is the spin-down level $m=-1$ minus the level $m=+1$. In this sector $\chi$ has spin up and feels the scalar potential $v-w$, so the spin-orbit operator applies with $v-w$ in place of $v$. The two orbitals have the same density at infinite $c$, so the spin-independent corrections and the first-order change of the self-consistent potential shift them equally and cancel in the difference. For these levels $\sigma_zL_z$ is $+1$ and $-1$, so the operator above gives $\langle v_\downarrow'/r\rangle/(2c^2)$, where $v_\downarrow=v-w$. The positive result means that this average is positive: attraction outweighs repulsion in it.

For the spin-down $m=0$ orbital $T=14.20$ eV, or $14.20/27.211=0.522$ hartree. The lower-component weight is then

$$
\frac{0.522}{2(137.036)^2}=1.39\times10^{-5},
$$

in agreement with the Dirac orbital.

Two further calculations separate the causes. If exchange is made independent of spin, the $m=0$ splitting at physical $c$ vanishes within numerical tolerance, so in this model it comes from exchange. If the field enters as $\mathbf A/c$ with $\mathbf A$ fixed, the Zeeman splitting in the bare well falls from 1.00 eV at physical $c$ to 0.25 eV at four times that value. The operator and current identities were also checked symbolically, for a polynomial spinor in a nonuniform field.

For this system at physical $c$, spin DFT gives the exchange and Zeeman splittings with relative errors below $10^{-4}$, measured against Dirac-Kohn-Sham with the same functional. The Zeeman result rests on features of this model: $\sigma_zL_z$ commutes with the Zeeman term in the plane, and the occupied $m=\pm1$ pair carries no net orbital moment. It does not carry over to an orbitally degenerate shell in three dimensions. For hydrogen 2p the correction formula gives a fine-structure splitting of $1/(32c^2)$ hartree, equal to $\mu_BB$ at 0.78 T. Well below that field the levels move with the Landé slopes $\pm\tfrac13,\pm\tfrac23,\pm2$ in units of $\mu_B$, not with the infinite-$c$ slopes $0,0,\pm1,\pm2$. In the planar model, spin DFT misses the spin-orbit splitting of the $m=\pm1$ levels completely. If that splitting is the quantity sought, the $c^{-2}$ terms must be kept, however small they are beside the total energy.

## Computed values

```
hartree = 27.211386 eV
bohr = 0.529177 angstrom
physical c = 137.035999 atomic units
well depth = 300.0 eV
well width a in exp(-r^2/2a^2) = 1.0 angstrom
Zeeman input mu_B*B = 0.50 eV
hydrogen 1s coefficient of 1/c^2 = -0.1250 a.u.
Infinite-c spin DFT, B = 0:
total energy = -766.921 eV
total energy = -28.18384 hartree
rms radius = 0.6131 angstrom
orbital spin +1, m +0: energy = -150.295 eV
orbital spin -1, m +0: energy = -161.429 eV
orbital spin -1, m +1: energy = -133.283 eV
orbital spin -1, m -1: energy = -133.283 eV
gap to lowest empty orbital = 14.399 eV
exchange splitting, m=0 = 11.1338 eV
energy change in second basis = 6.2e-09 eV
Dirac-Kohn-Sham, c in units of physical c:
c factor 0.25: energy shift = -2.6492e-02 eV
c factor 0.50: energy shift = -6.6274e-03 eV
c factor 1.00: energy shift = -1.6571e-03 eV
c factor 2.00: energy shift = -4.1430e-04 eV
c factor 4.00: energy shift = -1.0358e-04 eV
c factor 0.25: g = 1.9990585
c factor 0.50: g = 1.9997648
c factor 1.00: g = 1.9999412
c factor 2.00: g = 1.9999853
c factor 4.00: g = 1.9999963
c factor 0.25: spin-orbit split = 1.2238e-02 eV
c factor 0.50: spin-orbit split = 3.0629e-03 eV
c factor 1.00: spin-orbit split = 7.6594e-04 eV
c factor 2.00: spin-orbit split = 1.9150e-04 eV
c factor 4.00: spin-orbit split = 4.7876e-05 eV
c factor 0.25: exchange split = 11.14071 eV
c factor 0.50: exchange split = 11.13556 eV
c factor 1.00: exchange split = 11.13427 eV
c factor 2.00: exchange split = 11.13394 eV
c factor 4.00: exchange split = 11.13386 eV
extrapolated energy = -766.921 eV
extrapolated g = 2.0000000
First-order predictions at physical c:
energy shift = -1.6572e-03 eV
g - 2 = -5.8802e-05
spin-orbit split = 7.6601e-04 eV
kinetic energy, spin -1, m=0 = 14.201 eV
lower weight, predicted = 1.3895e-05
lower weight, Dirac = 1.3895e-05
Sigma.w choice changes level by 2.018e-04 eV
A/c coupling: split at c = 1.0000 eV
A/c coupling: split at 4c = 0.2500 eV
```
